\section*{Recombination through a three-charge-state defect and limits of independent traps}

\section*{Question}

I am modelling photoconductivity in an amorphous thin film. The main recombination centre is a defect with three charge states, $D^+$, $D^0$ and $D^-$. Free electrons and holes have given densities $n$ and $p$, and thermal emission from the defect is slow enough to ignore.

The defect has two transitions, $+/0$ and $0/-$. I therefore wrote down the ordinary one-level recombination rate for each, gave each trap the full defect density $N$, and added the two.

The sum looks wrong when electrons are abundant. Nearly every defect should then be $D^-$, waiting for a hole, so the rate should be $N$ times the hole capture rate of $D^-$. My sum contains a second term, the hole capture rate of $D^0$, although hardly any $D^0$ is present. Halving the trap densities does not obviously help.

What is the correct steady rate, and when is the two-trap picture good enough?

\section*{Answer}

Your suspicion about the second term is right. The two transitions belong to the same defect, so they cannot be occupied independently. The cure is to solve for the three populations together and then compare the result with your sum.

\subsection*{The three populations}

Let $f_+$, $f_0$ and $f_-$ be the fractions of defects in the three states, with $f_++f_0+f_-=1$. I assume that $n$ and $p$ are uniform, that carriers are captured one at a time, and that defects do not exchange carriers with each other. Let $c_n^+$ and $c_n^0$ be the electron capture coefficients of $D^+$ and $D^0$, and $c_p^0$ and $c_p^-$ the hole capture coefficients of $D^0$ and $D^-$. All are positive and include any spin factors. The capture rates per defect are
\begin{align}
u_1&=nc_n^+ &&(D^+\to D^0), & v_1&=pc_p^0 &&(D^0\to D^+),\\
u_2&=nc_n^0 &&(D^0\to D^-), & v_2&=pc_p^- &&(D^-\to D^0).
\end{align}
The letter $u$ marks electron capture and $v$ hole capture; the index 1 marks the $+/0$ transition and 2 the $0/-$ transition. The algebra is in atomic units, and no physical constant enters the rate law.

The two end states of the chain obey
\begin{equation}
\dot f_+=v_1f_0-u_1f_+,\qquad \dot f_-=u_2f_0-v_2f_- .
\end{equation}
In the steady state both derivatives vanish, so each transition balances separately:
\begin{equation}
f_+=xf_0,\quad f_-=yf_0,\qquad
x=\frac{v_1}{u_1}=\frac{pc_p^0}{nc_n^+},\quad
y=\frac{u_2}{v_2}=\frac{nc_n^0}{pc_p^-}.
\end{equation}
Normalization gives $f_0(1+x+y)=1$, hence
\begin{equation}
f_0=\frac1{1+x+y},\qquad f_+=\frac{x}{1+x+y},\qquad f_-=\frac{y}{1+x+y}.
\end{equation}

The recombination rate per volume is the total rate of electron capture. Electrons are captured by $D^+$ and by $D^0$, and $u_1f_+=v_1f_0$ by the first balance, so
\begin{equation}
R=N(u_1f_++u_2f_0)=Nf_0(v_1+u_2).
\end{equation}
Counting holes gives $N(v_1f_0+v_2f_-)$, which is the same because $v_2f_-=u_2f_0$. The steady rate is therefore
\begin{equation}
\boxed{R=N\,\frac{nc_n^0+pc_p^0}{1+\dfrac{pc_p^0}{nc_n^+}+\dfrac{nc_n^0}{pc_p^-}}}
\label{R}
\end{equation}

Every recombination event passes through $D^0$: a neutral defect captures one carrier, and the charged defect so formed captures the opposite one. The numerator is the rate at which $D^0$ starts such events, and the denominator accounts for the time spent waiting in the charged states.

When $n/p\to\infty$, $y$ dominates the denominator and $u_2$ the numerator, so $R\to Nu_2/y=Nv_2=Npc_p^-$, as you expected. When $n/p\to0$, the same argument gives $R\to Nv_1/x=Nu_1=Nnc_n^+$. In each limit the minority carrier sets the rate through its capture by a charged defect.

\subsection*{The error of the two-trap sum}

For one ordinary level with electron capture rate $u$ and hole capture rate $v$, the occupied fraction $q$ satisfies $u(1-q)=vq$. Thus $q=u/(u+v)$, and the rate per trap is $vq=uv/(u+v)$. Adding the two transitions, each with density $N$, gives
\begin{equation}
R_{\rm ind}=N\left(\frac{u_1v_1}{u_1+v_1}+\frac{u_2v_2}{u_2+v_2}\right)
=N\left(\frac{v_1}{1+x}+\frac{u_2}{1+y}\right).
\end{equation}
The last form follows on dividing the first fraction by $u_1$ and the second by $v_2$, above and below.

Write $S=1+x+y$ and subtract $R/N=v_1/S+u_2/S$ term by term. Since $S-(1+x)=y$ and $S-(1+y)=x$,
\begin{equation}
\frac{R_{\rm ind}-R}{N}=\frac{v_1y}{(1+x)S}+\frac{u_2x}{(1+y)S}.
\end{equation}
Both terms are positive, so the independent model always overestimates the rate under the stated assumptions. To find the excess relative to $R$, define the ratios of neutral to charged capture,
\begin{equation}
\beta_n=\frac{c_n^0}{c_n^+}=\frac{u_2}{u_1},\qquad
\beta_p=\frac{c_p^0}{c_p^-}=\frac{v_1}{v_2}.
\end{equation}
Then $v_1y=v_1u_2/v_2=\beta_pu_2$ and $u_2x=u_2v_1/u_1=\beta_nv_1$. Dividing the difference by $R/N=(v_1+u_2)/S$ cancels $S$. With $w=v_1/(v_1+u_2)$, the fraction of neutral defects' captures that are hole captures,
\begin{equation}
E\equiv\frac{R_{\rm ind}}R-1=
\frac{(1-w)\beta_p}{1+x}+\frac{w\beta_n}{1+y}.
\label{E}
\end{equation}

Because $x,y>0$, each denominator exceeds one. What remains is a weighted mean of $\beta_p$ and $\beta_n$, so
\begin{equation}
0<E<\max(\beta_n,\beta_p).
\end{equation}
No smaller bound holds for all $n/p$. As $n/p\to\infty$, $w\to0$, $x\to0$ and $y\to\infty$, so $E\to\beta_p$. As $n/p\to0$, $w\to1$, $x\to\infty$ and $y\to0$, so $E\to\beta_n$. The larger limit can be approached as closely as desired.

This answers your second question. If the relative error must stay below a tolerance $\delta$ at every carrier ratio, the condition is $\max(\beta_n,\beta_p)\le\delta$: neutral capture must be weak compared with charged capture for both carriers. Coulomb attraction favours this ordering, but a lattice barrier to charged capture can undo it.

A large $\beta$ need not produce a large error at every carrier ratio. Take $n=p$, $c_n^0=c_p^0$ and $c_n^+=c_p^-$. Then $x=y=\beta_n=\beta_p=\beta$ and $w=1/2$, and equation (\ref{E}) gives $E=\beta/(1+\beta)<1$. The same defect has an excess approaching $\beta$ when either carrier is abundant. Testing the approximation at equal densities alone can therefore hide its failure.

\subsection*{Where the false recombination comes from}

Two independent levels have four joint configurations. Label them by the occupancies of the lower ($+/0$) and upper ($0/-$) levels. The lower level has empty-to-occupied weights $x:1$, and the upper has $1:y$. Multiplication gives

\begin{center}
\begin{tabular}{cccc}
Configuration & Lower, upper & Meaning & Weight\\
$00$ & empty, empty & $D^+$ & $x$\\
$10$ & occupied, empty & $D^0$ & $1$\\
$11$ & occupied, occupied & $D^-$ & $y$\\
$01$ & empty, occupied & forbidden & $xy$
\end{tabular}
\end{center}

The allowed weights have the correct ratios. The forbidden one is
\begin{equation}
xy=\frac{v_1u_2}{u_1v_2}=\beta_n\beta_p,
\end{equation}
independent of $n$ and $p$. It is tempting to conclude that a small product makes the model safe. It does not, because the number of false captures depends on how often the forbidden configuration is visited, not on how long each visit lasts.

Count the hole captures in this picture. Configurations $10$ and $11$ make genuine captures at rates $v_1$ and $v_2$. Configuration $11$ also makes a false capture at rate $v_1$, emptying the lower level while the upper one stays full, and $01$ makes one at rate $v_2$. Using $yv_2=u_2$,
\begin{equation}
\frac{R_{\rm ind}}N=
\frac{\overbrace{v_1+u_2}^{\rm genuine}+\overbrace{yv_1+xu_2}^{\rm false}}{(1+x)(1+y)} .
\end{equation}
The false term is not quite the excess, because the weight on $01$ also dilutes the genuine term: the excess per defect equals the false term minus $R/N$ times the population $xy/[(1+x)(1+y)]$ of $01$. In the electron-rich limit almost all the weight is on $11$, and the false term tends to $v_1=pc_p^0$. That is your unwanted second term: a $D^-$ defect is credited with the hole capture of $D^0$ in addition to its own.

A numerical case separates the two criteria. With $c_n^+:c_n^0:c_p^0:c_p^-=1000:1:1:0.1$, $\beta_n=0.001$ and $\beta_p=10$, so the product is only $0.01$. In a scan of $n/p$ from $10^{-5}$ to $10^5$, the largest $E$ rounds to $10.0$: the independent rate is about eleven times the correct one.

\subsection*{How to keep the one-level formulas}

The sum becomes correct if each transition is given only the defects in its own two charge states:
\begin{equation}
N_1=N(f_++f_0)=N\frac{1+x}{S},\qquad
N_2=N(f_0+f_-)=N\frac{1+y}{S}.
\end{equation}
The one-level rates then add to
\begin{equation}
N_1\frac{v_1}{1+x}+N_2\frac{u_2}{1+y}=N\frac{v_1+u_2}{S}=R.
\end{equation}
These densities depend on $n/p$, and their sum is $N(1+f_0)$ because $D^0$ takes part in both transitions. Fixed densities $N/2$ would give $R_{\rm ind}/(2R)=(1+E)/2$, which is correct only if $E=1$.

\subsection*{A worked thin-film case}

Take rough values in the regime of a defect-rich, lightly n-type hydrogenated amorphous silicon film under weak light: $T=300$ K, $N=10^{17}$, $n=10^{11}$ and $p=10^{10}$ cm$^{-3}$. The cross-sections are 80 and 4 \AA$^2$ for electron capture by $D^+$ and $D^0$, and 1 and 10 \AA$^2$ for hole capture by $D^0$ and $D^-$. I convert them with $c=\sigma v_{\rm th}$, using the free-electron thermal speed $v_{\rm th}=1.076\times10^7$ cm/s. In a disordered film this speed is a convention; the product $\sigma v_{\rm th}$ is what matters.

\paragraph{Case A: no barrier.} The capture rates per defect are
\begin{equation}
u_1=8608,\quad u_2=430.4,\quad v_1=10.76,\quad v_2=107.6\ {\rm s^{-1}}.
\end{equation}
Thus $x=0.00125$, $y=4.00$, $\beta_n=0.05$ and $\beta_p=0.10$. About 80\% of the defects are $D^-$ and 20\% are $D^0$. The two rates are
\begin{align}
R&=10^{17}\,\frac{10.76+430.4}{5.00125}
=8.82\times10^{18}\ {\rm cm^{-3}s^{-1}},\\
R_{\rm ind}&=10^{17}\left(\frac{10.76}{1.00125}+\frac{430.4}{5.00}\right)
=9.68\times10^{18}\ {\rm cm^{-3}s^{-1}}.
\end{align}
The correct rate equals $8.82\times10^{-6}$ \AA$^{-3}$s$^{-1}$. The excess is 9.8\%, close to its electron-rich limit of 10\%.

\paragraph{Case B: a barrier for holes.} As a hypothetical variation, suppose that hole capture by $D^-$ also needs a lattice barrier of 0.06 eV. With $k_BT=0.02585$ eV, $c_p^-$ is multiplied by $e^{-0.06/0.02585}=0.098$. Now $v_2=10.57$ s$^{-1}$, $y=40.7$ and $\beta_p=1.02$. With $n$ and $p$ held fixed,
\begin{align}
R&=10^{17}\,\frac{441.2}{41.74}=1.06\times10^{18}\ {\rm cm^{-3}s^{-1}},\\
R_{\rm ind}&=10^{17}(10.75+10.31)=2.11\times10^{18}\ {\rm cm^{-3}s^{-1}}.
\end{align}
The correct rate is $1.06\times10^{-6}$ \AA$^{-3}$s$^{-1}$, and the independent model is 99\% too high. Yet its forbidden configuration has a population of only 0.0012. Half-density traps would be almost right here, since $(1+0.992)/2=0.996$, but in case A they would give just 0.55 of the correct rate. Their success in case B is accidental.

\paragraph{Photoconductivity.} At fixed $n/p$, $x$ and $y$ do not change, so $R(\lambda n,\lambda p)=\lambda R(n,p)$, and $R_{\rm ind}$ scales in the same way. To match the same generation rate, the independent model must multiply both densities by $1/(1+E)$. The conductivity, $\mu_nn+\mu_pp$ in atomic units, falls by the same factor. With mobilities of 10 and 1 cm$^2$/Vs, the correct value is $1.62\times10^{-7}$ S/cm. The independent model gives $1.47\times10^{-7}$ S/cm in case A and $0.81\times10^{-7}$ S/cm in case B. This comparison includes recombination through the defect alone and holds $n/p$ and the mobilities fixed. In a film, neutrality sets $n/p$. Holding the fixed charge instead raises $n/p$ in the independent model by about 0.5\% in case A and by 2 to 5\% in case B, with and without tail charge respectively. The conductivities become $1.48\times10^{-7}$ and $0.83$ to $0.85\times10^{-7}$ S/cm.

\subsection*{When may emission be ignored?}

Compare each emission rate with the capture rate that drives the same change of charge state. Let $e_1,e_2,e_3,e_4$ add to $u_1,v_1,u_2,v_2$ respectively, and let $\varepsilon<1$ be the largest of $e_1/u_1$, $e_2/v_1$, $e_3/u_2$ and $e_4/v_2$. Here $e_2$ and $e_4$ are electron emission, and $e_1$ and $e_3$ are hole emission. The balances become
\begin{equation}
\frac{f_+}{f_0}=\frac{v_1+e_2}{u_1+e_1},\qquad
\frac{f_-}{f_0}=\frac{u_2+e_3}{v_2+e_4}.
\end{equation}
Subtracting electron emission from electron capture at each transition gives
\begin{equation}
\frac{R'}N=f_0'\left(\frac{u_1v_1-e_1e_2}{u_1+e_1}
+\frac{u_2v_2-e_3e_4}{v_2+e_4}\right).
\end{equation}
The two fractions lie between $(1-\varepsilon)$ and 1 times $v_1$ and $u_2$. Both population ratios change by at most a factor $1+\varepsilon$ either way, and so does $f_0$. Therefore
\begin{equation}
\frac{1-\varepsilon}{1+\varepsilon}\,R\le R'\le(1+\varepsilon)R .
\end{equation}

For the example, take a gap of 1.75 eV, transition levels 1.00 eV ($+/0$) and 0.80 eV ($0/-$) below the conduction edge, and effective band densities $N_c=N_v=2\times10^{20}$ cm$^{-3}$. The largest ratio comes from electron emission by $D^-$. With spin weight 2 for $D^0$ and 1 for $D^-$, equilibrium requires $e_4=2c_n^0N_ce^{-0.80\,{\rm eV}/k_BT}=0.063$ s$^{-1}$. Thus $\varepsilon=6\times10^{-4}$ in case A and $6\times10^{-3}$ in case B.

At 350 K, with $n$, $p$ and the band densities held fixed, $\varepsilon$ rises to 0.05 and 0.35, but including emission at that temperature changes $R$ by only $-0.8\%$ and $-0.3\%$. To see why, keep $e_4$ alone:
\begin{equation}
\frac{R'}N=\frac{v_1(v_2+e_4)+u_2v_2}{(1+x)(v_2+e_4)+u_2}.
\end{equation}
Its derivative at $e_4=0$ is $u_2[v_1-(1+x)v_2]/(v_2S)^2$. Dividing by $R/N=(v_1+u_2)/S$ and using $f_0=1/S$ gives, to first order in $e_4$,
\begin{equation}
\frac{R'-R}{R}\approx-\frac{e_4}{v_2}\,f_0\,(1-w)(1+x-\beta_p).
\end{equation}
At 350 K the factor $f_0$ is 0.20 in case A and 0.033 in case B, which is the main reason why the change is far below $\varepsilon$. In case B there is also a partial cancellation: emission turns $D^-$ into $D^0$, which captures holes at a similar rate ($\beta_p=0.73$ at 350 K). A large $\varepsilon$ thus withdraws the guarantee without proving that the error is large.

\subsection*{How far this describes a real film}

Dangling bonds in hydrogenated amorphous silicon do have these three charge states. The gap and band mobilities above are typical in rough size, while $N=10^{17}$ cm$^{-3}$ is high for a good film. Capture cross-sections are uncertain, and the barrier in case B is not a claimed property of the material. Neutrality requires a fixed positive charge of about $8.0\times10^{16}$ elementary charges per cm$^3$ in case A and $9.7\times10^{16}$ in case B, so comparing the two cases at the same $n$ and $p$ describes two differently doped films.

One omission that can matter is recombination through band tails. I take exponential tails of edge density $2\times10^{21}$ cm$^{-3}$eV$^{-1}$, with slopes of 0.045 eV (valence) and 0.025 eV (conduction), quasi-equilibrium occupation, and a 10 \AA$^2$ cross-section. This gives roughly $2\times10^{17}$ cm$^{-3}$s$^{-1}$, which is about 2\% of $R$ in case A and 20\% in case B. Added to both models, it would lower the excess in the total rate from 99\% to roughly 80\% in case B. For the chosen tail parameters these are upper estimates of the tails' effect: quasi-equilibrium occupation ignores the emptying of tail states by recombination itself, which is not negligible here because electrons outnumber holes. With the steady one-level occupation of each tail state, and the same cross-section for both carriers, the tail rate falls to about $8\times10^{16}$ cm$^{-3}$s$^{-1}$. That is about 1\% of $R$ in case A and 7\% in case B, and the excess in case B is then about 92\%.

In a device, $n/p$ also varies with position. The bound is then more useful than one local error: across all carrier ratios, $E$ stays below 10\% in case A, but can approach 102\% in case B. The bound was derived without emission, so it is guaranteed only where emission is negligible. Near equilibrium, with emission included in both models, it can fail. With the cross-sections of case A at 300 K and $n=p=10^6$ cm$^{-3}$, $E$ is 12\% for levels 0.90 eV ($+/0$) and 0.85 eV ($0/-$) below the conduction edge, and 160\% for the inverted order 0.80 and 0.90 eV. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Small-product test: beta_n*beta_p = 0.01
  largest excess in that scan = 10.000
T = 300 K, kT = 0.02585 eV
Thermal speed = 1.076e+07 cm/s
N = 1.0e+17, n = 1.0e+11, p = 1.0e+10 cm^-3
Cross-sections e/D+, e/D0, h/D0, h/D- (no barrier) = 80 4 1 10 A^2
Gap = 1.75 eV; band densities = 2.0e+20 cm^-3
Depth below Ec: +/0 1.00, 0/- 0.80 eV
Mobilities e, h = 10, 1 cm^2/Vs; rel. permittivity = 12
Tail edge density = 2.0e+21 cm^-3 eV^-1
Tail slopes v, c = 0.045, 0.025 eV; sigma = 10 A^2
Tail holes, electrons = 2.01e+14, 3.92e+11 cm^-3
Tail recombination estimate = 2.17e+17 cm^-3 s^-1
Direct recombination ceiling = 1.66e+15 cm^-3 s^-1
Case A: barrier = 0.00 eV
  cn+, cn0, cp0, cp- = 8.608e-08 4.304e-09 1.076e-09 1.076e-08 cm^3/s
  beta_n = 0.0500, beta_p = 0.1000
  x = 1.250e-03, y = 4.0000
  f+, f0, f- = 2.499e-04, 0.19995, 0.79980
  R = 8.8213e+18 cm^-3 s^-1 = 8.8213e-06 A^-3 s^-1
  R independent = 9.6830e+18 cm^-3 s^-1
  Relative excess E = 9.77 %
  Forbidden-state population = 9.988e-04
  Corrected densities +/0, 0/- = 2.002e+16, 9.998e+16 cm^-3
  Photoconductivity true, independent = 1.618e-07, 1.474e-07 S/cm
  Fixed positive charge needed = 7.975e+16 e/cm^3
  Emission at 300 K: epsilon = 5.82e-04, change of R = -0.010 %
  Emission at 350 K: epsilon = 4.84e-02, change of R = -0.849 %
  Tail estimate / R = 0.025
  Direct ceiling / R = 1.88e-04
  Capture/diffusion limit: e/D+ 0.057, h/D- 0.071
Case B: barrier = 0.06 eV
  cn+, cn0, cp0, cp- = 8.608e-08 4.304e-09 1.076e-09 1.057e-09 cm^3/s
  beta_n = 0.0500, beta_p = 1.0185
  x = 1.250e-03, y = 40.7395
  f+, f0, f- = 2.995e-05, 0.02396, 0.97601
  R = 1.0569e+18 cm^-3 s^-1 = 1.0569e-06 A^-3 s^-1
  R independent = 2.1059e+18 cm^-3 s^-1
  Relative excess E = 99.24 %
  Forbidden-state population = 1.219e-03
  Corrected densities +/0, 0/- = 2.399e+15, 1.000e+17 cm^-3
  Photoconductivity true, independent = 1.618e-07, 8.122e-08 S/cm
  Fixed positive charge needed = 9.740e+16 e/cm^3
  Emission at 300 K: epsilon = 5.92e-03, change of R = 0.000 %
  Emission at 350 K: epsilon = 3.54e-01, change of R = -0.308 %
  Tail estimate / R = 0.205
  Direct ceiling / R = 1.57e-03
  Capture/diffusion limit: e/D+ 0.057, h/D- 0.007
\end{verbatim}
